# Why Heating Usually Raises Avalanche Voltage and Lowers Tunnelling Voltage

An avalanche needs carriers that gain energy from the field faster than they lose it to the lattice. Heating strengthens phonon scattering, so a higher field is needed. Interband tunnelling needs no such heating of carriers: an electron crosses the gap at constant total energy. Heating usually narrows the gap, so a lower field is enough. The narrower gap also helps the avalanche, by lowering the ionization threshold, but this is normally the smaller effect.

A solvable model turns this into two conditions. Let $n$ be the thermal phonon number and $N=2n+1$. The carrier mean free path is $\lambda=\lambda_0/N$ and the gap is $E_g=E_b-aN$. In a field region of width $W$, the avalanche voltage drop rises on heating when

$$\frac{aN}{E_g}<s,\qquad s=1-\frac{u}{(1+u)\ln(1+u)},\qquad u=\frac W\lambda .$$

The tunnelling voltage at fixed current falls whenever the gap shrinks and the tunnelling exponent $b$ exceeds $r/(2+r)$, where $r=E_g/(eV)$. That is a weak demand, since $r/(2+r)<1$ and breakdown currents in the example correspond to $b\approx18$. It assumes, however, that the built-in drop follows the gap alone; at fixed doping the contact Fermi levels move with temperature and oppose the fall of the applied voltage.

## The diode and its phonons

The diode is a p-i-n structure with a uniform field of magnitude $F$ across $W$; the total drop is $U=FW$. The contact Fermi levels are held at the band edges at every temperature, so the built-in drop is $E_g/e$ and the applied reverse voltage is

$$V=U-\frac{E_g}{e}.$$

Here $e>0$. Energies are in eV, lengths in nm and voltages in V, which suit devices better than atomic units. Thermal expansion, traps, self-heating and doping profiles are left out.

One phonon energy $\hbar\omega$ represents the lattice. To lowest order the electron couples linearly to a displacement $Q$. If the oscillator starts in level $m$, the squared matrix elements of $Q$ are proportional to $m+1$ for emission and $m$ for absorption. Their thermal averages are $n+1$ and $n$. For hot electrons, whose energy far exceeds $\hbar\omega$, the final electronic densities of states are nearly equal for the two processes. The total scattering rate is then proportional to

$$N=2n+1=\frac{e^y+1}{e^y-1}=\coth\frac{\hbar\omega}{2kT},\qquad y=\frac{\hbar\omega}{kT},$$

because $n=1/(e^y-1)$. In a parabolic band the density of final states grows as the speed does, so with a constant coupling the rate is proportional to speed. The mean free path is therefore independent of energy: $\lambda=\lambda_0/N$.

The gap responds to the same vibration. Its first-order shift vanishes because $\langle Q\rangle=0$. The next terms are proportional to $\langle Q^2\rangle$, if phonon energies are neglected beside electronic energy denominators. Since $\langle Q^2\rangle$ is also proportional to $N$, we get $E_g=E_b-aN$. The usual shrinking gap has $a>0$; the sign is a property of the material, not a consequence of this argument.

The two limits of $N$ are useful. For $kT\ll\hbar\omega$, $N\to1$ and both voltages stop changing with temperature. For $kT\gg\hbar\omega$, $N\to2kT/(\hbar\omega)$ and both the scattering rate and the gap shift become linear in $T$.

## The energy an ionizing carrier needs

Impact ionization turns one energetic electron into two electrons and a hole. Take equal parabolic masses $m$ and both band edges at zero momentum. The initial momentum $p$ is shared among three particles. For a given total momentum, their kinetic energy is least when each carries $p/3$:

$$3\,\frac{(p/3)^2}{2m}=\frac13\,\frac{p^2}{2m}.$$

With $K=p^2/2m$, energy conservation requires $K\ge E_g+K/3$. The threshold is therefore

$$E_i=\tfrac32E_g.$$

Numerical minimization of the initial energy gives the same factor. Its value depends on the masses. For parabolic bands with fixed mass ratios the threshold is proportional to the gap, and this is what matters for the sign. Real bands are seldom parabolic so far from their edges, so a quantitative threshold needs the full band structure.

## Avalanche with lucky carriers

First take the most drastic collision: each one returns the carrier to rest. The carrier then moves along the field and ionizes as soon as it has covered a collision-free run

$$d=\frac{E_i}{eF}.$$

The chance of such a run is $e^{-d/\lambda}$. After ionizing, the carrier is again taken to start from rest. This neglects the kinetic energy $E_g/6$ that each of the three particles keeps at threshold.

Let $\alpha$ be the number of ionizations per unit length in the steady state. Fresh starts occur $1/\lambda$ times per unit length through collisions and $\alpha$ times through ionizations. Each ionization is a fresh start followed by a clear run, so

$$\alpha=e^{-d/\lambda}\left(\frac1\lambda+\alpha\right).$$

Collecting the terms in $\alpha$ gives $\alpha(1-e^{-d/\lambda})=e^{-d/\lambda}/\lambda$, and hence

$$\alpha=\frac{1}{\lambda\,(e^{d/\lambda}-1)}.$$

Without scattering, $\lambda\to\infty$, this becomes $1/d$: one ionization per run. With $d\gg\lambda$ it becomes $e^{-d/\lambda}/\lambda$, which is very sensitive to $\lambda$. Random sampling of free flights confirms the formula at both temperatures used below.

Let holes have the same $\alpha$. A pair born at $x$ sends its electron through the length on one side and its hole through the length on the other. Together they cover $W$ and create $\alpha W$ new pairs on average, wherever $x$ lies. The generations sum to

$$1+\alpha W+(\alpha W)^2+\dots=\frac1{1-\alpha W},$$

which diverges at $\alpha W=1$. Inserting $\alpha$,

$$e^{d/\lambda}=1+\frac W\lambda,\qquad d=\lambda\ln\!\left(1+\frac W\lambda\right),$$

and, since $F=E_i/(ed)$,

$$U_{\rm av}=\frac{E_iW}{e\lambda\ln(1+W/\lambda)}.$$

This local criterion ignores the fact that a newborn carrier cannot ionize within its first distance $d$. The dead space can be kept. Let $r_i(\xi)$ be the density of ionizations at distance $\xi$ from birth. The decisive run starts either at birth or at a later fresh start, so with $p=e^{-d/\lambda}$ and the step function $\theta$,

$$r_i(\xi)=p\left\{\delta(\xi-d)+\left[\frac1\lambda+r_i(\xi-d)\right]\theta(\xi-d)\right\}.$$

A pair at $x$ produces pairs at $x'$ with density $r_i(|x-x'|)$. Breakdown occurs when the largest eigenvalue of this kernel on the interval $0$ to $W$ reaches one. In the wide diode below, this raises the drop by about 1% relative to the local formula.

## Two effects compete in the avalanche

Take the logarithm of $U_{\rm av}$. The derivative of its denominator is

$$\frac{d\ln[\lambda\ln(1+u)]}{d\ln\lambda}
=1+\frac{1}{\ln(1+u)}\,\frac{1}{1+u}\,\frac{du}{d\ln\lambda}=s,$$

because $u=W/\lambda$ gives $du/d\ln\lambda=-u$. Also $d\ln\lambda/dN=-1/N$ and $d\ln E_i/dN=-a/E_g$. Thus

$$\frac{d\ln U_{\rm av}}{dN}=\frac sN-\frac a{E_g}.$$

Since $N$ grows with temperature, the drop rises when $aN/E_g<s$. The first term is the shorter path; the second is the lower threshold.

For $u>0$, $\ln(1+u)$ exceeds $u/(1+u)$: both vanish at $u=0$, and their slopes are $1/(1+u)$ and $1/(1+u)^2$. Hence $0<s<1$. For a wide diode $s$ approaches one, though only logarithmically.

The inequality explains the word "usually". In this model phonons control the whole scattering rate, whereas $aN$ is normally a modest part of the gap. In a wide diode with lucky carriers, an avalanche drop that falls on heating would need a phonon shift comparable with the gap itself. Real devices may also have alloy or impurity scattering that does not grow on heating; it weakens the rise and, if it dominates, can reverse it. The applied voltage has the further term $-E_g/e$, which rises when the gap shrinks and so favours the usual sign.

## When a collision costs one phonon

Real phonon collisions do not bring a hot carrier to rest. They change its energy by $\hbar\omega$ and turn its direction. The net energy lost per collision is

$$E_r=\hbar\omega\,\frac{(n+1)-n}{2n+1}=\frac{\hbar\omega}{N}.$$

It decreases on heating, because absorption increasingly offsets emission. This might seem to reverse the avalanche argument, so the opposite limit deserves a calculation.

Let each collision make the direction isotropic, and let the energy gained in one flight be small beside $E_i$ and beside the scale $D/E_r$, with $D$ defined below, over which the population falls by a factor $e$. A flight of length $\ell$ at angle $\vartheta$ to the force changes the energy by $eF\ell\cos\vartheta$. With $\langle\ell^2\rangle=2\lambda^2$ and $\langle\cos^2\vartheta\rangle=1/3$, half the mean square change is $(eF\lambda)^2/3$. The random phonon steps add $(\hbar\omega)^2/2$. The energy diffusion per collision is therefore

$$D=\frac{(eF\lambda)^2}{3}+\frac{(\hbar\omega)^2}{2}.$$

When ionization is rare, upward diffusion nearly balances the downward drift $E_r$. To leading exponential order the population near threshold is proportional to $e^{-E_rE_i/D}$. If the field term dominates $D$,

$$\frac{E_rE_i}{D}\approx\frac{3\hbar\omega\,N E_i}{(eF\lambda_0)^2}.$$

One factor $1/N$ from the smaller loss is outweighed by $1/N^2$ from $\lambda^2$. Keeping the exponent fixed gives $F\propto\sqrt{NE_i}$. In this limit the field still rises if $aN/E_g<1$.

The phonon term makes the condition stricter. Let $q$ be its share of $D$. At fixed exponent $D$ follows $E_rE_i$, while only the field term, with share $1-q$, can change:

$$2(1-q)\left(\frac{d\ln F}{dN}-\frac1N\right)=-\frac1N-\frac a{E_g}.$$

Within the diffusion approximation the field therefore rises if $aN/E_g<1-2q$. This boundary is only a cautious estimate. The ratio $E_r\,eF\lambda/D$, which should be small, is about 0.6 in the wide diode below and about 0.9 near $q=0.44$, where the formula puts the reversal; keeping the higher moments of the energy steps moves the reversal to larger $q$. In a very wide diode the field is low and $q$ is larger, so the rise is less secure. In the wide diode below the field does rise, but more slowly than with lucky carriers.

## Tunnelling through a changing gap

Near the gap, use two coupled bands with energy $\varepsilon$ measured from midgap:

$$\varepsilon^2=\left(\frac{E_g}2\right)^2+(\hbar vk)^2.$$

This form is used only near the gap. Extended to all energies, it would forbid impact ionization, because three particles sharing the initial momentum would always have more energy than the initial one. The parabolic threshold is a separate assumption about the hot carriers. Inside the gap $k=i\kappa$, with $\hbar v\kappa=\sqrt{(E_g/2)^2-\varepsilon^2}$. The field makes $d\varepsilon=eF\,dx$ along the path. The tunnelling exponent is then

$$b=2\int\kappa\,dx=\frac{2}{\hbar veF}\int_{-E_g/2}^{E_g/2}\sqrt{\left(\frac{E_g}{2}\right)^2-\varepsilon^2}\,d\varepsilon .$$

The integral is the area of a half-disc of radius $E_g/2$, namely $\pi E_g^2/8$. So

$$b=\frac{\pi E_g^2}{4\hbar veF},$$

and the crossing probability is $e^{-b}$. Direct time evolution of the two-band equation agrees to within 2% in three cases with different fields and gaps.

A transverse wave number $k_\perp$ replaces $(E_g/2)^2$ by $(E_g/2)^2+(\hbar vk_\perp)^2$. It multiplies the probability by $e^{-\pi\hbar vk_\perp^2/(eF)}$, whose sum over transverse states per unit area is

$$\int\frac{d^2k_\perp}{(2\pi)^2}\,e^{-\pi\hbar vk_\perp^2/(eF)}
=\frac{1}{4\pi^2}\,\frac{\pi eF}{\pi\hbar v}=\frac{eF}{4\pi^2\hbar v}.$$

Filled valence states face empty conduction states over an energy window $eU-E_g=eV$. Each transverse channel carries $(2e/h)$ times this window times the probability, including spin. For $eV\gg kT$, and neglecting both barrier changes near the contacts and the slight narrowing of the energy window with $k_\perp$,

$$J=\frac{2e^2}{h}\,V\,\frac{eF}{4\pi^2\hbar v}\,e^{-b}.$$

No mean free path appears. In this coherent model the phonons act through the gap alone. Phonon-assisted tunnelling, needed for an indirect gap, is omitted; its rates carry factors $n$ or $n+1$, which grow on heating and would also lower the voltage at fixed current.

Breakdown is defined here by a fixed $J$. Keep $v$ fixed, as when the interband momentum matrix element does not change. The change of $\ln J$ must vanish:

$$0=d\ln V+d\ln F-2b\,d\ln E_g+b\,d\ln F .$$

From $eV=eFW-E_g$ and $eU/(eV)=1+r$,

$$d\ln V=(1+r)\,d\ln F-r\,d\ln E_g .$$

Substitution and collection of terms give

$$d\ln F=\frac{2b+r}{b+2+r}\,d\ln E_g .$$

For large $b$ the factor approaches two, as expected from $b\propto E_g^2/F$. With $g=d\ln E_g/dT$, the applied voltage obeys

$$\frac{dV}{dT}=\frac ge\left[(eV+E_g)\frac{2b+r}{b+2+r}-E_g\right].$$

The last term is the falling built-in drop, which opposes the falling field. Dividing the bracket by $eV$ shows that it is positive when

$$(1+r)(2b+r)>r(b+2+r).$$

Expanding and cancelling leaves $2b+br>r$, or $b>r/(2+r)$. The sign of $dV/dT$ is then the sign of $g$. If the gap opens on heating, the tunnelling voltage rises.

## Two diodes from one material

Take round model parameters: $\hbar\omega=0.05$ eV, $\lambda_0=8$ nm, $E_b=1.30$ eV, $a=0.10$ eV and $\hbar v=0.60$ eV nm. The wide diode has $W=1000$ nm and the narrow one $W=30$ nm. Tunnelling breakdown means $J=10^4$ A/m².

Between 300 and 400 K, $N$ grows from 1.3380 to 1.6125. The path falls from 5.98 to 4.96 nm, by 17%, while the gap falls from 1.166 to 1.139 eV, by about 2%. This contrast decides the avalanche. At 300 K,

$$U_{\rm av}=\frac{1.749\times1000}{30.65}\ \text{V}=57.1\ \text{V},$$

where 30.65 nm is the run $d$. At 400 K the drop is 64.8 V. The applied avalanche voltage rises from 55.9 to 63.7 V.

The slope at 300 K shows the competition. With $s=0.806$ and $dN/dT=2.547\times10^{-3}$ K⁻¹, the path contributes

$$57.08\times0.8061\times\frac{2.547\times10^{-3}}{1.338}\ \text{V/K}=87.6\ \text{mV/K}.$$

The lower threshold contributes $-12.5$ mV/K and the contacts $+0.25$ mV/K, for a total of 75.4 mV/K. Here $aN/E_g=0.115$, far below $s$. With the 300 K gap held fixed, $a$ would have to reach 0.70 eV to reverse the slope of the drop. Tests 3% below and above that critical coupling give the two expected signs.

In the narrow diode at 300 K, the field is 0.0995 V/nm and

$$b=\frac{\pi(1.1662)^2}{4\times0.60\times0.09948}=17.9 .$$

The applied tunnelling voltage falls from 1.818 V at 300 K to 1.722 V at 400 K. At 300 K the field contributes $-1.16$ mV/K and the contacts $+0.25$ mV/K, leaving $-0.90$ mV/K when the unrounded parts are added. Here $r/(2+r)=0.24$, far below $b$. Reversing the sign of the gap shift gives $+0.90$ mV/K.

The assumption of fixed $v$ affects the size. Expanding the upper band at small $k$ gives $m=E_g/(2v^2)$. If $m$ is fixed instead, $v\propto\sqrt{E_g}$ and $b\propto E_g^{3/2}/F$. The slope becomes $-0.63$ mV/K, with the same sign.

The pinned Fermi levels matter as well. At fixed doping with parabolic bands, a Fermi level at the band edge at 300 K moves into the gap by about $1.9k$ per kelvin in each contact. The built-in drop then falls by a further 0.33 mV/K, and the slope at fixed $v$ becomes about $-0.58$ mV/K. With contact Fermi levels about $4kT$ inside the gap, this term would cancel the slope. The field needed for tunnelling still falls on heating, but the fall of the applied voltage is secure only for heavily doped contacts.

The avalanche magnitude depends much more strongly on the collision model. A simulation with single-phonon steps, isotropic scattering and the same parameters gives drops of 28.3 V at 300 K and 30.0 V at 400 K. These are about half the lucky-carrier values. The ratio is 1.06, compared with 1.14 for lucky carriers and 1.085 from $F\propto\sqrt{NE_i}$. The rise survives, but the 75 mV/K slope belongs to the drastic collision model.

The simulated ratio lies even below the simple diffusion estimate. The neglected phonon term in $D$ accounts for much of this difference. At the simulated 300 K field,

$$D=\frac{(0.0283\times5.979)^2}{3}+\frac{0.05^2}{2}=0.0108\ \text{eV}^2,$$

so the phonon term supplies 12% of $D$. This term does not change with temperature, whereas at fixed exponent $D$ must fall in proportion to $E_rE_i$, by 19% between 300 and 400 K. The field term must then fall by 21%. Since $\lambda^2$ falls by 31%, the field rises by a factor of 1.07 instead of 1.085. With the simulated fields and the phonon term kept, $E_rE_i/D$ is 6.1 at both temperatures, consistent with the fixed-exponent argument, which is itself only approximate at this field.

## Why width selects the mechanism

In the narrow diode an energy bound excludes a self-sustaining avalanche. Suppose $eU<2E_i$, which means $W<2d$. For a pair born at rest, both carriers can ionize only if there is a distance $d$ on each side. One carrier can ionize twice only if it has a distance $2d$ ahead. Neither is possible, so a pair directly creates at most one new pair even without scattering; any scattering makes the mean smaller. The argument neglects energy gained by phonon absorption and the kinetic energy $E_g/6$ left to each carrier after an ionization.

At 300 K the narrow diode has $U=2.98$ V, below $2E_i/e=3.50$ V. Counting the energy left after ionization lowers this limit only to $2(E_i-E_g/6)/e=3.11$ V. In the lucky-carrier model the largest eigenvalue of its branching kernel is 0.11. Tunnelling therefore reaches the chosen current first. Collisions that cost only one phonon bring the eigenvalue closer to one. Apart from phonon absorption, the energy bound still excludes a self-sustaining avalanche, but the tunnelling current is then multiplied. The effect is small: a tunnelled pair shares only $eV=1.82$ eV, barely above $E_i=1.75$ eV, so without absorption at most about 8% of such pairs can start an ionization. This multiplication is neglected here; it would lower the tunnelling voltage slightly.

In the wide diode the order is reversed. The tunnelling current at the lucky-carrier avalanche field is 0.30 A/m² at 300 K and 57 A/m² at 400 K, both below $10^4$ A/m². It grows because the avalanche field rises while the gap shrinks. The two temperature trends thus work against each other: with enough heating, a diode near the boundary between the mechanisms can pass from avalanche to tunnelling. The numerical output lists the values for both diodes.

## Calculated quantities

```
phonon energy 0.050 eV; lam0 8.0 nm; hbar v 0.60 eV nm
bare gap 1.30 eV; gap coupling a 0.10 eV
widths: wide 1000 nm, narrow 30 nm
tunnelling breakdown current 1.0e+04 A/m^2
threshold / gap from minimization 1.5000
--- T = 300 K ---
N 1.3380; path 5.979 nm; gap 1.1662 eV
threshold 1.7493 eV; net phonon loss 0.0374 eV
wide: avalanche field 0.05708 V/nm; run d 30.65 nm
wide: drop U 57.08 V; applied V 55.91 V
wide: drop with dead space kept 57.64 V
wide: tunnel current there 2.98e-01 A/m^2
narrow: tunnelling field 0.09948 V/nm; exponent b 17.896
narrow: drop U 2.9844 V; applied V 1.8182 V
narrow: tunnel length Eg/(eF) 11.72 nm
--- T = 400 K ---
N 1.6125; path 4.961 nm; gap 1.1388 eV
threshold 1.7081 eV; net phonon loss 0.0310 eV
wide: avalanche field 0.06482 V/nm; run d 26.35 nm
wide: drop U 64.82 V; applied V 63.69 V
wide: drop with dead space kept 65.35 V
wide: tunnel current there 5.73e+01 A/m^2
narrow: tunnelling field 0.09537 V/nm; exponent b 17.799
narrow: drop U 2.8610 V; applied V 1.7222 V
narrow: tunnel length Eg/(eF) 11.94 nm
--- slopes at 300 K ---
dN/dT 2.547e-03 1/K; gap slope -0.2547 meV/K
s 0.8061; a N/Eg 0.1147; critical a 0.703 eV
avalanche: path part 87.59 mV/K
avalanche: threshold part -12.47 mV/K
avalanche: contact part 0.25 mV/K
avalanche: applied total 75.38 mV/K
tunnelling: field part -1.156 mV/K
tunnelling: contact part 0.255 mV/K
tunnelling: applied total -0.902 mV/K
tunnelling: fixed mass instead -0.633 mV/K
tunnelling: gap opening instead 0.902 mV/K
tunnelling: r 0.6414; bound r/(2+r) 0.2428
--- robustness and competition ---
simulated wide drop: 300 K 28.3 V; 400 K 30.0 V
drop ratio 400/300 K: simulated 1.063
drop ratio: lucky 1.136; diffusion 1.085
narrow, 300 K: avalanche bound 2Ei/e 3.499 V
narrow offspring: scattered 0.1137; ballistic 0.9999
narrow ballistic offspring at eU = 2.5 Ei 2.000
```
